# Silicon doping and Schottky barrier height from a 1/C² plot: a numerical check

```python
"""
Capacitance-voltage analysis of a metal contact on n-type silicon.
Result under test, for a straight plot of 1/C^2 against applied voltage V:
    N_D = 2 / (q eps A^2 b)
    barrier/q = V_i + kT/q + (kT/q) ln(N_c/N_D)
b: minus the slope of the plot; V_i: voltage where the line reaches zero;
A: area; eps: permittivity; N_D: donor density; N_c: effective density of
conduction-band states. V is positive in forward bias.
The tests obtain C from a numerical solution of Poisson's equation with
mobile electrons, and the bulk Fermi level from Fermi-Dirac quadrature.
SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

q = const.e
k = const.k


def density_of_states(mass_ratio, temperature):
    mass = mass_ratio * const.m_e
    return 2 * (2 * np.pi * mass * k * temperature / const.h**2)**1.5


def analyse_line(slope, intercept, area, temperature, eps_r, mass_ratio):
    """Return donor density, bulk offset in V, and barrier in eV."""
    donors = 2 / (q * eps_r * const.epsilon_0 * area**2 * slope)
    thermal = k * temperature / q
    offset = thermal * np.log(
        density_of_states(mass_ratio, temperature) / donors)
    return donors, offset, intercept + thermal + offset


def fermi_offset(donors, temperature, mass_ratio):
    """Bulk offset in V from the full Fermi-Dirac electron count."""
    mass = mass_ratio * const.m_e
    prefactor = (2 * mass * k * temperature / const.hbar**2)**1.5
    prefactor /= 2 * np.pi**2

    def excess(eta):
        # The substitution energy/kT = t^2 removes the square root.
        integral = quad(lambda t: 2 * t**2 / (1 + np.exp(t**2 + eta)),
                        0, 8, epsabs=0, epsrel=1e-10)[0]
        return np.log(prefactor * integral / donors)

    return k * temperature / q * brentq(excess, 0.0, 25.0)


# Reduced Poisson equation, integrated from the neutral bulk to the contact.
# Length is in Debye lengths and u is the band bending divided by kT.
def poisson(x, state):
    return [state[1], -np.expm1(-state[0])]


def far_enough(x, state):
    return state[0] - 250.0


far_enough.terminal = True
profile = solve_ivp(poisson, (0, 80), [1e-6, 1e-6], method="DOP853",
                    rtol=1e-11, atol=1e-14, dense_output=True,
                    events=far_enough)
assert profile.success and profile.t_events[0].size == 1


def reduced_field(bending):
    position = brentq(lambda x: profile.sol(x)[0] - bending,
                      0, profile.t[-1], xtol=1e-12)
    return profile.sol(position)[1]


def simulated_capacitance(voltage, donors, barrier, area, temperature,
                          eps_r, mass_ratio):
    """C = A |dQ/dV| by central difference of the Poisson charge."""
    eps = eps_r * const.epsilon_0
    thermal = k * temperature / q
    debye = np.sqrt(eps * thermal / (q * donors))
    built_in = barrier - fermi_offset(donors, temperature, mass_ratio)
    step = 0.005

    def charge(bias):
        bending = (built_in - bias) / thermal
        return eps * thermal / debye * reduced_field(bending)

    return area * (charge(voltage - step) - charge(voltage + step)) / (2 * step)


# Exercise data: plot readings and rough silicon parameters.
T = 300.0
area = 1e-6
eps_r = 12.0
mass_ratio = 1.1
V1, V2 = 0.0, -4.0
y1, y2 = 6.60e-6 * 1e24, 5.46e-5 * 1e24

slope = (y2 - y1) / (V1 - V2)
intercept = V1 + y1 / slope
thermal = k * T / q
donors, offset, barrier = analyse_line(
    slope, intercept, area, T, eps_r, mass_ratio)
built_in = intercept + thermal

# Simulated diodes with known doping and barrier must be recovered.
recovered = []
for true_N, true_barrier, temp in [(1e22, 0.80, 300.0), (2e23, 0.65, 350.0)]:
    biases = np.linspace(-4, 0, 9)
    caps = np.array([simulated_capacitance(
        v, true_N, true_barrier, area, temp, eps_r, mass_ratio)
        for v in biases])
    gradient, constant = np.polyfit(biases, caps**-2, 1)
    fit_intercept = -constant / gradient
    found_N, found_offset, found_barrier = analyse_line(
        -gradient, fit_intercept, area, temp, eps_r, mass_ratio)
    true_offset = fermi_offset(true_N, temp, mass_ratio)
    true_built_in = true_barrier - true_offset
    assert abs(found_N / true_N - 1) < 1e-3
    # Small degeneracy and finite-difference errors set this tolerance.
    assert abs(found_barrier - true_barrier) < 3e-4
    assert abs(found_offset - true_offset) < 2e-4
    assert abs(true_built_in - fit_intercept - k * temp / q) < 2e-4
    recovered.append((true_N, true_barrier, temp, found_N, found_barrier))

# The exercise answer must reproduce both readings of the plot.
back = []
for voltage, reading in [(V1, y1), (V2, y2)]:
    cap = simulated_capacitance(
        voltage, donors, barrier, area, T, eps_r, mass_ratio)
    back.append(cap**-2)
    assert abs(cap**-2 / reading - 1) < 2e-4
cap_without = simulated_capacitance(
    V1, donors, barrier - thermal, area, T, eps_r, mass_ratio)
misfit = cap_without**-2 / y1 - 1
assert misfit < -0.03

# Sensitivity of the answers to a five percent increase of each input.
N_area, _, barrier_area = analyse_line(
    slope, intercept, 1.05 * area, T, eps_r, mass_ratio)
N_eps, _, barrier_eps = analyse_line(
    slope, intercept, area, T, 1.05 * eps_r, mass_ratio)
_, _, barrier_mass = analyse_line(
    slope, intercept, area, T, eps_r, 1.05 * mass_ratio)
for changed in (barrier_area, barrier_eps, barrier_mass):
    assert abs(changed - barrier) < 0.2 * thermal

Nc = density_of_states(mass_ratio, T)
print(f"Temperature: {T:.0f} K")
print(f"Diode area: {area*1e6:.2f} mm^2")
print(f"Relative permittivity (rough): {eps_r:.0f}")
print(f"Density-of-states mass (rough): {mass_ratio:.1f} m_e")
print(f"Reading at {V1:.0f} V: {y1*1e-24:.3e} pF^-2")
print(f"Reading at {V2:.0f} V: {y2*1e-24:.3e} pF^-2")
print(f"Capacitance at {V1:.0f} V: {y1**-0.5*1e12:.1f} pF")
print(f"Capacitance at {V2:.0f} V: {y2**-0.5*1e12:.1f} pF")
print(f"Slope magnitude b: {slope*1e-24:.4e} pF^-2 V^-1")
print(f"Voltage intercept V_i: {intercept:.4f} V")
print(f"Elementary charge: {q:.5e} C")
print(f"Permittivity eps: {eps_r*const.epsilon_0:.5e} F/m")
print(f"Donor density N_D: {donors*1e-6:.4e} cm^-3")
print(f"Thermal voltage kT/q: {thermal:.5f} V")
print(f"Density of states N_c: {Nc*1e-6:.4e} cm^-3")
print(f"ln(N_c/N_D): {np.log(Nc/donors):.4f}")
print(f"Bulk offset V_n: {offset:.4f} V")
print(f"Built-in voltage V_bi: {built_in:.4f} V")
print(f"Barrier height: {barrier:.4f} eV")
print(f"Barrier without thermal term: {barrier-thermal:.4f} eV")
print(f"Barrier without bulk offset: {barrier-offset:.4f} eV")
print(f"Barrier if V_i is used alone: {intercept:.4f} eV")
print(f"Area +5%: N_D change {100*(N_area/donors-1):.2f} %")
print(f"Area +5%: barrier change {1000*(barrier_area-barrier):.2f} meV")
print(f"Permittivity +5%: N_D change {100*(N_eps/donors-1):.2f} %")
print(f"Permittivity +5%: barrier change {1000*(barrier_eps-barrier):.2f} meV")
print(f"Mass +5%: barrier change {1000*(barrier_mass-barrier):.2f} meV")
for number, (tN, tb, temp, fN, fb) in enumerate(recovered, 1):
    print(f"Simulated diode {number}, temperature: {temp:.0f} K")
    print(f"  N_D set, found: {tN*1e-6:.4e}, {fN*1e-6:.4e} cm^-3")
    print(f"  Barrier set, found: {tb:.4f}, {fb:.4f} eV")
print(f"Poisson 1/C^2 at {V1:.0f} V: {back[0]*1e-24:.4e} pF^-2")
print(f"Poisson 1/C^2 at {V2:.0f} V: {back[1]*1e-24:.4e} pF^-2")
print(f"Misfit at {V1:.0f} V without thermal term: {100*misfit:.2f} %")
print("PASS")
```

Printed output:

```
Temperature: 300 K
Diode area: 1.00 mm^2
Relative permittivity (rough): 12
Density-of-states mass (rough): 1.1 m_e
Reading at 0 V: 6.600e-06 pF^-2
Reading at -4 V: 5.460e-05 pF^-2
Capacitance at 0 V: 389.2 pF
Capacitance at -4 V: 135.3 pF
Slope magnitude b: 1.2000e-05 pF^-2 V^-1
Voltage intercept V_i: 0.5500 V
Elementary charge: 1.60218e-19 C
Permittivity eps: 1.06250e-10 F/m
Donor density N_D: 9.7906e+15 cm^-3
Thermal voltage kT/q: 0.02585 V
Density of states N_c: 2.8951e+19 cm^-3
ln(N_c/N_D): 7.9919
Bulk offset V_n: 0.2066 V
Built-in voltage V_bi: 0.5759 V
Barrier height: 0.7825 eV
Barrier without thermal term: 0.7566 eV
Barrier without bulk offset: 0.5759 eV
Barrier if V_i is used alone: 0.5500 eV
Area +5%: N_D change -9.30 %
Area +5%: barrier change 2.52 meV
Permittivity +5%: N_D change -4.76 %
Permittivity +5%: barrier change 1.26 meV
Mass +5%: barrier change 1.89 meV
Simulated diode 1, temperature: 300 K
  N_D set, found: 1.0000e+16, 1.0000e+16 cm^-3
  Barrier set, found: 0.8000, 0.8000 eV
Simulated diode 2, temperature: 350 K
  N_D set, found: 2.0000e+17, 2.0000e+17 cm^-3
  Barrier set, found: 0.6500, 0.6500 eV
Poisson 1/C^2 at 0 V: 6.5999e-06 pF^-2
Poisson 1/C^2 at -4 V: 5.4600e-05 pF^-2
Misfit at 0 V without thermal term: -4.70 %
PASS
```
